# Current-Driven Runaway of Two Degenerate Vibrations in an Atomic Contact

## Question

An atom in a current-carrying metal contact can vibrate along two perpendicular directions with the same frequency. Its displacements $x,y$ from equilibrium obey, after division by the atomic mass $M$,

$$
\ddot x+\gamma\dot x+\omega^2x+by=0,\qquad
\ddot y+\gamma\dot y+\omega^2y-bx=0 ,
$$

with $\gamma,\omega>0$. The damping rate $\gamma$ is defined by the friction force $-\gamma\dot x$ per unit mass. The antisymmetric constant $b$ comes from the force of the flowing electrons and is taken proportional to the bias $V$.

**(a)** Show that the $b$ force has no potential, and find its work around a closed orbit.

**(b)** Find the condition on $b$ for exponentially growing motion, for any strength of damping.

**(c)** Describe the motion at threshold, explain the threshold by an energy balance, and find the growth rate for weak damping.

**(d)** A copper-like atom has $M=63.5$ u, $\hbar\omega=20$ meV and $\hbar\gamma=0.2$ meV. Its antisymmetric stiffness is $Mb=\kappa V$ with $\kappa=20$ eV/nm² per volt. The contact has one fully open, spin-degenerate channel and a cross-section of $(0.25\ \text{nm})^2$. Find the critical bias, current and current density, and the growth time at 1.5 times the critical bias.

**(e)** How does the threshold change if the two frequencies differ, or if the current also adds the velocity-dependent terms $+g\dot y$ and $-g\dot x$ to the left-hand sides of the two equations?

**(f)** Find the noise-driven displacement below threshold. Evaluate it at 378 K and 0.9 of the critical bias, and compare the model with real conductors.

## Model answers

### (a) A force without a potential

Moved to the right-hand side, the $b$ terms are the force per unit mass $\mathbf F=(-by,\,bx)$. A potential would require $\partial F_y/\partial x=\partial F_x/\partial y$. Here

$$
\frac{\partial F_y}{\partial x}-\frac{\partial F_x}{\partial y}=b-(-b)=2b ,
$$

so no potential exists when $b\neq0$. By Green's theorem, the work per unit mass around a closed orbit is

$$
\oint\mathbf F\cdot d\mathbf r=2b\,S ,
$$

where $S$ is the enclosed area, positive for counterclockwise motion. An orbit followed in the right sense takes energy from the current on every turn. Motion back and forth along a line encloses no area and gains nothing.

### (b) The stability condition

Let $z=x+iy$. Adding $i$ times the second equation to the first gives the coupling terms $by-ibx=-ib(x+iy)=-ibz$. Hence

$$
\ddot z+\gamma\dot z+(\omega^2-ib)z=0 .
$$

This one complex equation contains both real ones. The trial solution $z=e^{\lambda t}$ requires

$$
\lambda^2+\gamma\lambda+\omega^2-ib=0,\qquad
\lambda=-\frac{\gamma}{2}\pm s,\qquad s^2=A+ib,\qquad A=\frac{\gamma^2}{4}-\omega^2 .
$$

Write $s=p+iq$ with $p\ge0$. The real part of $s^2$ gives $p^2-q^2=A$, and its modulus gives $p^2+q^2=\sqrt{A^2+b^2}$. Adding the two,

$$
p^2=\frac{A+\sqrt{A^2+b^2}}{2}.
$$

The larger growth rate is $p-\gamma/2$. It is positive when $p^2>\gamma^2/4$, that is, when

$$
\sqrt{A^2+b^2}>\frac{\gamma^2}{2}-A=\frac{\gamma^2}{4}+\omega^2 .
$$

Both sides are positive, so squaring preserves the inequality:

$$
b^2>\left(\frac{\gamma^2}{4}+\omega^2\right)^2-\left(\frac{\gamma^2}{4}-\omega^2\right)^2=\gamma^2\omega^2 ,
$$

where the last step uses $(u+v)^2-(u-v)^2=4uv$. Therefore

$$
\boxed{\text{runaway occurs when } |b|>\gamma\omega .}
$$

No step assumed weak damping. For $|b|<\gamma\omega$ both roots have negative real parts and every disturbance dies out. Above threshold a disturbance grows unless its initial data contain none of the growing solution. The sign of $b$, and hence the direction of the current, does not affect the threshold.

The factor in the result depends on the definition of $\gamma$. At $b=0$ an underdamped amplitude decays at the rate $\gamma/2$. If that amplitude rate were called $\Gamma$, the same threshold would read $|b|=2\Gamma\omega$.

### (c) Threshold motion and energy balance

At $b=\gamma\omega$ the roots are $\lambda=i\omega$ and $\lambda=-\gamma-i\omega$: their sum is $-\gamma$ and their product is $\omega^2-i\gamma\omega$, as the quadratic requires. The second solution decays. The first, $z\propto e^{i\omega t}$, is a steady counterclockwise circle, in the sense of the force. For $b=-\gamma\omega$ the circle is clockwise.

For the energy balance, prescribe the ellipse $x=a\cos\omega t$, $y=c\sin\omega t$, with $a,c\geq 0$ and $b>0$. Its area is $\pi ac$, so the gain per cycle is $2\pi bac$. The friction loss is

$$
\gamma\int_0^{2\pi/\omega}(\dot x^2+\dot y^2)\,dt
=\gamma\,\omega^2\,\frac{a^2+c^2}{2}\,\frac{2\pi}{\omega}
=\pi\gamma\omega(a^2+c^2).
$$

The ratio of gain to loss is

$$
\frac{b}{\gamma\omega}\,\frac{2ac}{a^2+c^2}\le\frac{b}{\gamma\omega},
$$

because $(a-c)^2\ge0$. Equality holds for the circle, $a=c$. Gain and loss on the circle balance at $b=\gamma\omega$, independently of its radius, since both grow as the radius squared. The linear model therefore has no mechanism that stops the growth.

For the growth rate, the imaginary part of $s^2$ gives $2pq=b$, while $q^2=p^2-A=\omega^2-\gamma^2/4+p^2$. If $\gamma\ll\omega$ and $|b|\ll\omega^2$, then $|q|\simeq\omega$ and $p\simeq|b|/2\omega$, so

$$
p-\frac{\gamma}{2}\simeq\frac12\left(\frac{|b|}{\omega}-\gamma\right).
$$

### (d) Numbers for the contact

The frequency is $\omega=30.4$ rad/ps and the damping rate is $\gamma=0.304$ ps⁻¹, so the critical constant is $b_c=\gamma\omega=9.23$ ps⁻². In terms of stiffness, $M\omega^2=607.6$ eV/nm² and $\gamma/\omega=0.2/20=0.01$. Thus

$$
Mb_c=M\omega^2\,\frac{\gamma}{\omega}=6.08\ \text{eV/nm}^2,\qquad
V_c=\frac{6.08}{20}\ \text{V}=0.304\ \text{V}.
$$

An antisymmetric stiffness of one per cent of the ordinary stiffness is enough, because it has to overcome the friction and not the spring. The eigenvalues of the original four-variable system give the same critical bias.

The open channel has the conductance quantum, 77.5 µS. The critical current is $77.5\times0.304=23.5$ µA, and division by the cross-section gives about $3.8\times10^4$ MA/cm².

At $1.5V_c$ the growth rate is $(1.5-1)\gamma/2=0.076$ ps⁻¹. The amplitude grows by a factor $e$ in 13 ps, or about 64 vibrations.

### (e) Unequal frequencies and a velocity-dependent force

**Unequal frequencies.** Let the frequencies be $\omega_1,\omega_2$, and define $m=(\omega_1^2+\omega_2^2)/2$ and $D=(\omega_1^2-\omega_2^2)/2$. With $x,y\propto e^{\lambda t}$, the determinant of the two equations must vanish:

$$
(\lambda^2+\gamma\lambda+m+D)(\lambda^2+\gamma\lambda+m-D)+b^2=0,
$$

$$
(\lambda^2+\gamma\lambda+m)^2=D^2-b^2 .
$$

If $|b|\le|D|$, the square root of the right-hand side is real and no larger than $|D|<m$. Each resulting quadratic then has positive coefficients, and the motion is stable. If $|b|>|D|$, the quadratics are those of part (b) with $\omega^2\to m$ and $b\to\pm\sqrt{b^2-D^2}$. Runaway then needs $b^2-D^2>\gamma^2m$, so

$$
b_c^2=\gamma^2\,\frac{\omega_1^2+\omega_2^2}{2}+\frac{(\omega_1^2-\omega_2^2)^2}{4}.
$$

With the mean frequency and the damping held fixed, a splitting of 0.2 meV raises $V_c$ from 0.304 to 0.430 V, and a splitting of 1 meV raises it to 1.55 V. The splitting must be compared with the small linewidth $\hbar\gamma$, not with $\hbar\omega$.

**Velocity-dependent force.** The added terms combine to $g\dot y-ig\dot x=-ig\dot z$, and the equation becomes

$$
\ddot z+(\gamma-ig)\dot z+(\omega^2-ib)z=0 .
$$

At $b=0$ the motion is stable, since the $g$ force is perpendicular to the velocity and does no work. Stability can be lost only when a root reaches $\lambda=i\nu$ with real $\nu$. Substitution gives

$$
-\nu^2+g\nu+\omega^2+i(\gamma\nu-b)=0,
$$

so $b=\gamma\nu$ and $\nu^2-g\nu-\omega^2=0$. For $b>0$ the positive root applies:

$$
b_c=\gamma\left(\sqrt{\omega^2+\frac{g^2}{4}}+\frac g2\right).
$$

To see which way the root crosses, differentiate the characteristic equation with respect to $b$. This gives $(2\lambda+\gamma-ig)\,d\lambda/db=i$, and at the crossing

$$
\operatorname{Re}\frac{d\lambda}{db}=\frac{2\nu-g}{\gamma^2+(2\nu-g)^2}>0,
$$

because $2\nu-g=\sqrt{4\omega^2+g^2}$. The root moves into the unstable half-plane, and as there is no other crossing for $b>0$, it stays there. For $b<0$, complex conjugation shows that the same formula gives $|b_c|$ with $g$ replaced by $-g$.

For $g=\pm\gamma$ the critical bias is 0.305 or 0.302 V, a shift of about 0.5 per cent. For equal frequencies, a velocity-dependent force of this size therefore matters little. It matters more when the frequencies differ. With both effects present, the determinant condition is

$$
(\lambda^2+\gamma\lambda+m)^2-D^2+(b+g\lambda)^2=0 .
$$

For a splitting of 1 meV and $g$ held at $\pm\gamma$ whatever the bias, its roots give a critical bias of about 1.12 or 1.11 V, instead of 1.55 V at $g=0$. If instead $g$ grows in proportion to the bias and equals $\pm\gamma$ at 0.304 V, the critical bias falls to about 0.69 or 0.68 V. The velocity-dependent force then removes part of the protection given by the splitting.

### (f) Noise below threshold, and real conductors

Let each axis receive white noise that would give the classical thermal variance $kT/M\omega^2$ at $b=0$. This noise raises the mean of $|\dot z|^2$ at the rate $4\gamma kT/M$, counting both axes. Define $X=\langle|z|^2\rangle$, $W=\langle|\dot z|^2\rangle$ and $C=\langle z^*\dot z\rangle$. In the steady state:

- $dX/dt=2\operatorname{Re}C=0$, so $C=iL$ with $L$ real.
- $dC/dt=W-i\gamma L-(\omega^2-ib)X=0$, so $W=\omega^2X$ and $L=bX/\gamma$.
- $dW/dt=-2\gamma W+2bL+4\gamma kT/M=0$. The middle term is $-2\operatorname{Re}[(\omega^2-ib)C^*]$ with $C^*=-iL$.

Inserting $W$ and $L$ in the last line gives $X(\omega^2-b^2/\gamma^2)=2kT/M$. By symmetry each axis has half of $X$:

$$
\langle x^2\rangle=\frac{kT}{M\omega^2}\,\frac{1}{1-b^2/(\gamma\omega)^2}.
$$

The fluctuations swell before runaway starts. At $0.9V_c$ the variance gain is $1/(1-0.81)=5.26$. With $kT=32.6$ meV, the rms displacement per axis rises from 0.0073 nm at zero bias to 0.017 nm. Quantum mechanics replaces $kT$ by $(\hbar\omega/2)\coth(\hbar\omega/2kT)$, which increases the zero-bias variance by 3 per cent.

The bias also adds electron noise. As a rough model, let electrons scatter off the atom between any initial and final lead with equal weight, with constant densities of states and $\hbar\omega$ neglected in the electron energies. The noise is then proportional to the average of $\int f_i(1-f_j)\,dE$ over the four pairs of leads, where $f_i$ is the Fermi function of lead $i$. With $\Delta=\mu_i-\mu_j$, the Fermi functions satisfy

$$
f_i(1-f_j)=\frac{f_i-f_j}{1-e^{-\Delta/kT}},\qquad
\int f_i(1-f_j)\,dE=\frac{\Delta}{1-e^{-\Delta/kT}} .
$$

This tends to $kT$ for $\Delta\to0$, which is the value for each of the two same-lead pairs. The pairs with $\Delta=\pm eV$ add up to $eV\coth(eV/2kT)$. If all the friction comes from these same electrons, the average replaces $kT$ by

$$
kT_{\rm eff}=\frac12\left[kT+\frac{eV}{2}\coth\frac{eV}{2kT}\right].
$$

At $0.9V_c=0.273$ V this is 85 meV, and the rms displacement becomes 0.027 nm, or 11 per cent of the contact width. Strictly equal weights would give the circular motion no net gain, so they cannot produce $b$ itself. The weights of the two lead-to-lead directions must differ by about $\hbar\omega/eV_c\approx0.07$. Including that difference and keeping $\hbar\omega$ changes the 85 meV by less than 1 meV. Forces linear in displacement are then doubtful even below threshold, so 0.304 V is the stability limit of the linear model and not a predicted breaking voltage.

**Comparison with real conductors.** The input values are rough, and $\kappa$ is an assumed value, not a computed property of copper; $V_c$ varies as $1/\kappa$. Vibrations of bulk copper extend to roughly 30 meV, so a 20 meV mode can radiate into the lattice, a loss that $\hbar\gamma=0.2$ meV leaves out. If the total damping were 2 meV, with all else fixed, $V_c$ would be 3.0 V, where a force linear in bias can no longer be trusted. Lattice damping and frequency splitting are thus the largest corrections among those sized here. Both raise the threshold if the damping is the same along the two axes. Extra damping along one axis only can lower the threshold of a split pair: with a splitting of 1 meV, raising $\hbar\gamma$ from 0.2 to 2 meV for one axis lowers $V_c$ from 1.55 V to about 1.3 V. An interconnect line at 2 MA/cm² carries only about $5\times10^{-5}$ of the critical current density. If $b$ scales with current density and the damping is unchanged, such a line is far from this instability. That says nothing against ordinary electromigration, in which the electron force biases thermally activated atomic jumps and no vibrational runaway is needed. Most of the values used here are collected in the numerical output below. The thresholds of a split pair with $g\neq0$ or with unequal damping follow from the roots of the corresponding determinant and are not listed there.

## Calculated quantities

```
Mass: 63.5 u
Vibration quantum: 20.0 meV
Damping hbar*gamma: 0.20 meV
Antisymmetric stiffness slope: 20.0 eV/nm^2 per V
Contact width: 0.25 nm
Temperature: 378 K
Angular frequency omega: 30.385 rad/ps
Damping rate gamma: 0.3039 1/ps
Critical b = gamma*omega: 9.233 1/ps^2
Ordinary stiffness M*omega^2: 607.6 eV/nm^2
Critical antisymmetric stiffness: 6.076 eV/nm^2
Critical bias, formula: 0.3038 V
Critical bias, eigenvalues: 0.3038 V
Conductance quantum: 77.48 uS
Critical current: 23.54 uA
Critical current density: 3.766e+04 MA/cm^2
Drive for growth example: 1.5 x critical bias
Bias for growth example: 0.4557 V
Growth rate, eigenvalues: 0.07596 1/ps
Growth rate, weak damping: 0.07596 1/ps
Time for e-fold growth: 13.16 ps
Vibrations per e-fold: 63.7
Critical bias, 0.2 meV splitting: 0.430 V
Critical bias, 1.0 meV splitting: 1.549 V
Critical bias, 2.0 meV total damping: 3.038 V
Critical bias, g = +1 gamma: 0.3053 V
Critical bias, g = -1 gamma: 0.3023 V
Thermal energy kT: 32.57 meV
Quantum variance factor at zero bias: 1.0312
Rms displacement per axis, zero bias: 0.00732 nm
Bias for noise example: 0.2734 V
Variance gain at 0.9 critical bias: 5.263
Rms there, thermal noise only: 0.01680 nm
Noise energy there, with bias noise: 84.68 meV
Noise temperature there: 983 K
Rms there, with bias noise: 0.02708 nm
That rms / contact width: 0.108
Ordinary line current density: 2.0 MA/cm^2
Line / critical current density: 5.31e-05
```
